# Gaussian EPR width of the F centre in KCl from contact constants

**Question**

I am trying to estimate the EPR linewidth of the F centre in KCl, an electron trapped in a chlorine vacancy. I have rough measured contact constants for two shells: about 21 MHz for the nearest K nuclei and about 7 MHz for the nearest Cl nuclei. The exercise says to assume a Gaussian line and to use the second moment

$$M_2=\sum_s N_s a_s^2\,\frac{I_s(I_s+1)}{3}.$$

My own attempt was to add up the largest possible hyperfine shifts of all the nuclei. That gives a spectrum 630 MHz wide from end to end, which seems far too much. Where does the second-moment formula come from, why is there a 3 in it, and how do I get from $M_2$ to a linewidth? Also, is the line really Gaussian?

**Answer**

Your 630 MHz is the full span of the spectrum. Its ends require all 18 nuclei to point the same way, which is very improbable. The linewidth measures the typical spread of the hyperfine shift, and that is what the second moment gives.

**From the Hamiltonian to line positions**

Write energies as frequencies, in MHz. For an electron spin $S=1/2$ with isotropic contact couplings,

$$\frac{H}{h}=\nu_e S_z+\sum_j a_j\,\mathbf S\cdot\mathbf I_j ,$$

where $\nu_e$ is the electron Zeeman frequency and $j$ runs over the nuclei. The nuclear Zeeman energy is omitted: to first order an EPR transition leaves the nuclei unchanged, so this energy cancels from the line position. Each coupling splits into two parts,

$$a_j\mathbf S\cdot\mathbf I_j=a_jS_zI_{jz}+\frac{a_j}{2}\left(S_+I_{j-}+S_-I_{j+}\right).$$

The second part flips the electron, so it connects states about $\nu_e$ apart. It mixes them with amplitudes of order $a_j/\nu_e$. For a round value $\nu_e=9500$ MHz and $a_j=21$ MHz this is about 0.002, so I drop it. The energy of a state with projections $m_S$ and $m_j$ is then

$$\frac{E}{h}=m_S\Big(\nu_e+\sum_j a_jm_j\Big).$$

The microwave field changes $m_S$ from $-1/2$ to $+1/2$ and leaves every $m_j$ alone. Subtracting the two energies gives

$$\nu=\nu_e+x,\qquad x=\sum_j a_jm_j .$$

The factors $\pm1/2$ have combined to 1, so $a_j$ is the spacing between neighbouring lines produced by one nucleus.

As a measure of what was dropped, take an electron with three nuclei of spin 3/2 and constants 21, 21 and 7 MHz. Numerical diagonalization of the full Hamiltonian gives a second moment of 1163.739 MHz², against 1163.750 MHz² from the first-order formula. This moment is taken about the line centre, which the dropped term shifts upward by 0.12 MHz for these three nuclei and by about 0.4 MHz for all 18 nuclei considered below; the width is hardly affected.

**Where the 3 comes from**

At ordinary temperatures the nuclear level splittings are tiny compared with the thermal energy. All $2I+1$ values of $m$ are then equally likely, and different nuclei are independent. Positive and negative $m$ cancel, so $\langle m\rangle=0$.

For the mean square, note that equal populations single out no direction:

$$\langle I_x^2\rangle=\langle I_y^2\rangle=\langle I_z^2\rangle .$$

The sum of the three is $\langle\mathbf I^2\rangle=I(I+1)$, so each is one third of it:

$$\langle m^2\rangle=\frac{I(I+1)}{3}.$$

For $I=3/2$ you can check this by hand:

$$\frac14\left(\frac94+\frac14+\frac14+\frac94\right)=\frac54=\frac13\cdot\frac32\cdot\frac52 .$$

Now square the total shift and average:

$$\langle x^2\rangle=\sum_j a_j^2\langle m_j^2\rangle+\sum_{j\ne k}a_ja_k\langle m_j\rangle\langle m_k\rangle .$$

The second sum vanishes because each mean is zero. Grouping the $N_s$ equivalent nuclei of each shell gives your formula for $M_2=\langle x^2\rangle$. The signs of the constants do not matter, since each enters squared.

**The numbers for KCl**

In the rock-salt lattice, the sites nearest to an anion vacancy are the six cation positions of type $(\pm1,0,0)$, in units of the nearest-neighbour distance. The next are the twelve anion positions of type $(\pm1,\pm1,0)$. The stable isotopes of both K and Cl have $I=3/2$, so $I(I+1)/3=1.25$ for every nucleus:

$$M_2^{\rm K}=6\times21^2\times1.25=3307.5\ \text{MHz}^2,$$

$$M_2^{\rm Cl}=12\times7^2\times1.25=735.0\ \text{MHz}^2 .$$

The total is $M_2=4042.5$ MHz², and the root-mean-square shift is

$$\sigma=\sqrt{M_2}=63.6\ \text{MHz}.$$

The K shell supplies 82 % of $M_2$ with half as many nuclei. Its constant is three times larger, which counts nine times in the square.

**From the second moment to a width**

A Gaussian absorption line has the shape

$$G(x)=G(0)\,e^{-x^2/(2\sigma^2)} .$$

At half height $e^{-x^2/(2\sigma^2)}=1/2$. Taking the logarithm gives $x^2=2\sigma^2\ln2$, so the half-height points are at $x=\pm\sigma\sqrt{2\ln2}$. The full width at half maximum (FWHM) is the distance between them:

$$\Delta\nu_{\rm FWHM}=2\sqrt{2\ln2}\,\sigma=2.3548\,\sigma=149.7\ \text{MHz}.$$

A spectrometer that modulates the field by a small amount and detects the response at the modulation frequency records the derivative of the absorption. Its two peaks lie where the second derivative of $G$ vanishes:

$$G'=-\frac{x}{\sigma^2}G,\qquad G''=\frac{1}{\sigma^2}\left(\frac{x^2}{\sigma^2}-1\right)G=0 .$$

Hence $x=\pm\sigma$, and the peak-to-peak width is

$$\Delta\nu_{\rm pp}=2\sigma=127.2\ \text{MHz}.$$

To convert to magnetic field, use $h\nu=g\mu_BB$, which gives $\Delta B=h\,\Delta\nu/(g\mu_B)$. With $g$ rounded to 2, one MHz corresponds to 0.035724 mT:

$$\Delta B_{\rm FWHM}=149.7\times0.035724=5.35\ \text{mT},$$

$$\Delta B_{\rm pp}=127.2\times0.035724=4.54\ \text{mT}.$$

Given the rough inputs, the answer to the exercise is **a FWHM of about 150 MHz, or 5.3 mT, and a derivative peak-to-peak width of about 130 MHz, or 4.5 mT**. When you compare with a spectrum, check which of the two widths is quoted.

**Is the line Gaussian?**

Nearly. The shift is a sum of 18 independent contributions, which pushes its distribution towards a Gaussian. The leading departure of a symmetric distribution is measured by the excess kurtosis,

$$\kappa=\frac{\langle x^4\rangle-3\langle x^2\rangle^2}{\langle x^2\rangle^2},$$

which is zero for a Gaussian. With $y_j=a_jm_j$, the terms that survive in the fourth moment are

$$\langle x^4\rangle=\sum_j\langle y_j^4\rangle+3\sum_{j\ne k}\langle y_j^2\rangle\langle y_k^2\rangle .$$

Subtracting $3\big(\sum_j\langle y_j^2\rangle\big)^2$ cancels the cross terms and leaves $\sum_j\big(\langle y_j^4\rangle-3\langle y_j^2\rangle^2\big)$. For spin 3/2,

$$\langle m^4\rangle-3\langle m^2\rangle^2=\frac{41}{16}-3\cdot\frac{25}{16}=-\frac{17}{8},$$

so that

$$\kappa=-\frac{17}{8}\,\frac{6\times21^4+12\times7^4}{4042.5^2}=-0.1555 .$$

To see what this does to the width, let $u=x/\sigma$. The first correction to a Gaussian of fixed variance is $(\kappa\sigma^4/24)\,G''''$, because it adds $\kappa\sigma^4$ to the fourth moment and leaves the area and the variance unchanged. Carrying out the derivatives,

$$f\simeq G\left[1+\frac{\kappa}{24}\left(u^4-6u^2+3\right)\right].$$

Dividing by the value at $u=0$, to first order in $\kappa$, removes the 3:

$$\frac{f(u)}{f(0)}\simeq e^{-u^2/2}\left[1+\frac{\kappa}{24}\,u^2(u^2-6)\right].$$

At the Gaussian half-height point $u^2=2\ln2$, the correction is positive, since both $\kappa$ and $u^2-6$ are negative. The curve is still above half height there, so the true half-height point lies further out. The logarithm of the Gaussian has slope $-u$, so the point moves by the correction divided by $u$. The relative change of the width is

$$\frac{\delta u}{u}\simeq\frac{\kappa}{24}\left(2\ln2-6\right)\approx0.030 .$$

The first-order spectrum can also be built without this expansion, by numerically convolving the four-line patterns of all 18 nuclei. A smooth spline through the resulting intensities has a FWHM of 154.4 MHz and a peak-to-peak width of 134.2 MHz. These are 3.15 % and 5.55 % above the Gaussian values. The second moment is the same in both descriptions; the difference lies in the shape.

**Why you see one line**

The K nuclei alone would give lines 21 MHz apart, and the Cl nuclei fill the gaps. A comb of spacing $d$ under a slowly varying envelope has a leading ripple proportional to $\cos(2\pi x/d)$. An additional symmetric, independent shift $y$ leaves a relative ripple amplitude $r=2|\langle\cos(2\pi y/d)\rangle|$. For one Cl nucleus and $d=21$ MHz, the average is

$$\frac12\left(\cos\pi+\cos\frac{\pi}{3}\right)=-\frac14 .$$

Twelve independent nuclei multiply this average twelve times, so $r=2/4^{12}\approx10^{-7}$. The K pattern is washed out.

With these rounded constants, all lines still fall on a grid of spacing 7 MHz, because 21 is a multiple of 7. Further broadening smooths this grid if it is large enough compared with the spacing. Suppose each line is a Gaussian packet with standard deviation 5 MHz. Independent variances add, so $M_2$ becomes $4042.5+25=4067.5$ MHz². The numerically summed absorption has a single maximum within $3\sigma$ of the centre and a FWHM of 154.9 MHz.

The derivative is less forgiving. For Gaussian packets of standard deviation $s$,

$$r=2e^{-2\pi^2s^2/d^2}\approx8\times10^{-5}$$

for $s=5$ MHz and $d=7$ MHz. Relative to the absorption, the ripple contributes up to $r(2\pi/d)^3\approx6\times10^{-5}$ MHz⁻³ to the third derivative. The smooth Gaussian contributes $2/\sigma^3\approx8\times10^{-6}$ MHz⁻³ at $x=\sigma$. The ripple therefore makes the second derivative cross zero several times near the peak of the first derivative. A numerical search for a zero returned a pair 143.2 MHz apart, which is one of these crossings and not a reliable linewidth. Use the smooth envelope instead. It gives 134.2 MHz without packet broadening, and the packets add their own variance: 134.6 MHz for $s=5$ MHz, and 134.9 MHz for $s=7$ MHz, where only one crossing remains.

**How far to trust the result**

*Input constants.* Since $\sigma\propto\sqrt{M_2}$, a small relative error in one constant changes the width by that error times the shell's share of $M_2$. An error of 1 MHz in the K constant gives $0.818/21\approx3.9$ %. The same error in the Cl constant gives $0.182/7\approx2.6$ %. Here 1 MHz is a seventh of the constant, so the linear rule is only approximate: raising the constant from 7 to 8 MHz in the full formula widens the Gaussian line by 2.7 %.

*Isotopes.* I gave every nucleus in a shell the same constant. For a fixed electron density at the nucleus, the contact constant is proportional to the nuclear $g$ factor. If your constants belong to the majority isotopes, $a^2$ must be averaged over the isotopes. Rough minority abundances are 0.07 for K and 0.24 for Cl, with $g$-factor ratios to the majority isotope of about 0.55 and 0.83. Then

$$M_2=3307.5\,(0.93+0.07\times0.55^2)+735.0\,(0.76+0.24\times0.83^2)=3826\ \text{MHz}^2 .$$

The Gaussian FWHM falls to 145.7 MHz, a reduction of 2.7 %.

*Omitted couplings.* Contact couplings to further shells add positive terms to $M_2$. The anisotropic dipolar couplings are also left out. With a coupling tensor $\mathsf A_j$ and the field along the unit vector $\mathbf n$, $a_j^2$ is replaced to first order by $|\mathsf A_j\mathbf n|^2$. Summed over a shell with cubic symmetry, this is the same for every $\mathbf n$, so $M_2$ does not depend on the field direction. The line shape, and through it the width, still can.

*Resolved structure.* The formula for $M_2$ does not require a smooth line, but the Gaussian widths do. If one or two nuclei dominated the coupling and the remaining broadening were much smaller than their splitting, you would see separate lines. The second moment would then describe the spread of the whole pattern, not the width of any one line.

Numerical values quoted here were computed with a short program.
